# Labelling finite Lorentz representations and reading off their spins, part 2

Two decisions are at stake: whether a four-component field $V^\mu$ for a massive spin-1 particle may keep all its components independent, and whether a spinor needs two components or four. We use $\hbar=c=1$, coordinates $(t,x,y,z)$ numbered $0,1,2,3$, metric $(+,-,-,-)$, active transformations and summed repeated indices.

The rotation generators $J_i$ and boost generators $K_i$ obey

$$[J_i,J_j]=i\epsilon_{ijk}J_k,\quad [J_i,K_j]=i\epsilon_{ijk}K_k,\quad [K_i,K_j]=-i\epsilon_{ijk}J_k. \tag{1}$$

The combinations

$$A_i=\tfrac12(J_i+iK_i),\qquad B_i=\tfrac12(J_i-iK_i) \tag{2}$$

are commuting angular momenta, with

$$J_i=A_i+B_i,\qquad K_i=-i(A_i-B_i). \tag{3}$$

Raising with $A_1+iA_2$ increases the $A_3$ eigenvalue by one and ends at a value among $0,\tfrac12,1,\ldots$ An irreducible finite-dimensional representation $(j_1,j_2)$ has $A^2=j_1(j_1+1)$, $B^2=j_2(j_2+1)$, dimension $(2j_1+1)(2j_2+1)$, and each spin from $|j_1-j_2|$ to $j_1+j_2$ once. A $2\pi$ rotation multiplies it by $(-1)^{2(j_1+j_2)}$.

For four-vectors, with $e_{\mu\nu}$ the matrix having a single one in row $\mu$, column $\nu$,

$$K_i=i(e_{0i}+e_{i0}),\qquad J_i=-i\,\epsilon_{iab}\,e_{ab},$$
$$K_iK_j=-(\delta_{ij}e_{00}+e_{ij}),\qquad J_iK_j=\epsilon_{iaj}e_{a0},$$
$$(J_iJ_j)_{ac}=\delta_{ij}\delta_{ac}-\delta_{ic}\delta_{aj},$$

the last on the space block.

A finite transformation is $\exp(-i\boldsymbol\theta\cdot\mathbf J-i\boldsymbol\zeta\cdot\mathbf K)$, with rotation angles $\boldsymbol\theta$; for a pure boost, the length $\zeta$ of $\boldsymbol\zeta$ is the rapidity. With Pauli matrices $\sigma_i$, the left-handed Weyl spinor $\psi_L$, $(\tfrac12,0)$, has $K=-i\boldsymbol\sigma/2$, and the right-handed $\psi_R$, $(0,\tfrac12)$, has $K=+i\boldsymbol\sigma/2$. Both have $J=\boldsymbol\sigma/2$. They transform by

$$M_L=e^{-i\boldsymbol\theta\cdot\boldsymbol\sigma/2-\boldsymbol\zeta\cdot\boldsymbol\sigma/2},\qquad
M_R=e^{-i\boldsymbol\theta\cdot\boldsymbol\sigma/2+\boldsymbol\zeta\cdot\boldsymbol\sigma/2}. \tag{7}$$

These boost matrices are not unitary.

The common example is a boost of speed $v=0.6$ along $z$: $\zeta=\ln2$, $e^\zeta=2$, $\cosh\zeta=1.25$, $\sinh\zeta=0.75$. It multiplies spin-up amplitudes by $e^{-\zeta/2}=0.707$ (left) and $e^{\zeta/2}=1.414$ (right).

### Could a better inner product make boosts unitary?

Suppose some inner product on a finite-dimensional space made all $J_i$ and $K_i$ Hermitian. Then

$$A_3^\dagger=\tfrac12(J_3-iK_3)=B_3 ,$$

and $B_3$ commutes with $A_3$. A matrix that commutes with its adjoint is normal and has an orthonormal eigenbasis. The eigenvalues of $A_3$ are real, since raising any eigenvector leads in whole steps to a top value that is an integer or half-integer. A normal matrix with real eigenvalues is Hermitian, so $A_3=A_3^\dagger=B_3$ and $K_3=-i(A_3-B_3)=0$.

The commutators of $K_3$ with $J_1$ and $J_2$ give $K_2$ and $K_1$ up to factors, so these vanish too. Then $[K_i,K_j]=-i\epsilon_{ijk}J_k$ forces $J=0$. A nontrivial finite-dimensional representation cannot be unitary.

This also shows why the real Lorentz algebra is not two copies of the ordinary rotation algebra. Two such copies have nontrivial finite-dimensional representations by Hermitian spin matrices; the Lorentz algebra has none. Field components can still carry a finite representation, because their index space need not be the Hilbert space of quantum states. Nontrivial unitary representations are infinite-dimensional and lie outside the present labels.

### Parity joins the two spinors

Spatial inversion acts on four-vectors as $P=\mathrm{diag}(1,-1,-1,-1)$. The boost generator $i(e_{0i}+e_{i0})$ has one time and one space index, so it changes sign. A rotation generator has two space indices and does not. Thus

$$PJ_iP=J_i,\qquad PK_iP=-K_i,\qquad PA_iP=B_i. \tag{8}$$

Parity turns $(j_1,j_2)$ into $(j_2,j_1)$. If the labels differ, a field on which parity acts linearly needs both pieces. For spin-1/2 components this gives the Dirac representation,

$$(\tfrac12,0)\oplus(0,\tfrac12)\;\longrightarrow\;\tfrac12\oplus\tfrac12 .$$

Write $\psi=(\psi_L,\psi_R)$ and choose

$$\gamma^0=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad
\gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix}.$$

The standard Dirac generators are $S^{\mu\nu}=\tfrac i4[\gamma^\mu,\gamma^\nu]$. Because $\gamma^0$ anticommutes with $\gamma^i$,

$$K_i=S^{0i}=\tfrac i2\gamma^0\gamma^i=
\begin{pmatrix}-i\sigma_i/2&0\\0&i\sigma_i/2\end{pmatrix}.$$

Also $\gamma^1\gamma^2=-i\sigma_3$ in each block, so $J_3=S^{12}=\tfrac i4(-2i\sigma_3)=\sigma_3/2$ in each block. These are the two Weyl representations, with signs as assigned above. The matrix $\gamma^0$ exchanges the blocks and reverses $K$, as parity must.

Rotations alone see two identical spins 1/2. Chirality, the distinction between $\psi_L$ and $\psi_R$, is visible in $A^2$: it equals $\tfrac34$ on the left block and $0$ on the right. For $B^2$ the values are exchanged.

For a massive particle the left and right spinors are not independent of each other. The free Dirac equation at rest, $(i\gamma^0\partial_t-m)\psi=0$, with time factor $e^{-imt}$ and $m>0$, gives $\gamma^0\psi=\psi$, or $\psi_L=\psi_R$. One two-component spin remains for this solution. The opposite time factor $e^{+imt}$ gives $\gamma^0\psi=-\psi$, or $\psi_L=-\psi_R$, which is a second, separate two-component solution. Boosting the first solution with spin up along $z$ gives the amplitude ratio

$$\frac{\psi_L}{\psi_R}=\frac{0.707}{1.414}=0.5=e^{-\zeta}.$$

As $v\to0$ the ratio tends to 1. As $v\to1$ it tends to 0, and the spinor with spin along its motion becomes right-handed. At any speed below that of light both chiralities are present. For this massive particle, chirality and the spin direction along the motion are different properties.

### The vector contains spin 0 and spin 1

For a four-vector the rotation content can be read directly. The time component is unchanged by rotations, and the three space components rotate as an ordinary vector. On the latter, the product found in half one gives

$$(J^2)_{ac}=3\delta_{ac}-\delta_{ac}=2\delta_{ac},$$

which is $s(s+1)$ for $s=1$. The content is $0\oplus1$.

That content does not by itself fix the Lorentz label: a scalar plus the representation $(1,0)$ has the same spins. Two invariants settle the matter. From $J=A+B$ and $K=-i(A-B)$,

$$J^2-K^2=(A+B)^2+(A-B)^2=2(A^2+B^2),$$
$$\mathbf J\cdot\mathbf K=-i(A+B)\cdot(A-B)=-i(A^2-B^2),$$

where $A\cdot B=B\cdot A$ removes the cross terms. For the four-vector matrices, $K_i^2=-(e_{00}+e_{ii})$ with no sum in this expression. Summing over the axes,

$$J^2-K^2=2\sum_i e_{ii}+3e_{00}+\sum_i e_{ii}=3 .$$

The product $J_iK_j=\epsilon_{iaj}e_{a0}$ vanishes for $i=j$, so $\mathbf J\cdot\mathbf K=0$. Therefore $A^2=B^2=\tfrac34$. An irreducible invariant subspace must have $j_1=j_2=\tfrac12$, hence dimension four, and it fills the whole space. The vector is $(\tfrac12,\tfrac12)$.

The same result can be seen with spinor matrices. Put

$$X=t-\mathbf x\cdot\boldsymbol\sigma,\qquad X'=M_LXM_L^\dagger. \tag{9}$$

For a rotation, $M_L$ is unitary: $t$ stays fixed and $\mathbf x$ rotates. For a boost along $z$, $M_L=e^{-\zeta\sigma_3/2}$. Since $\sigma_1$ and $\sigma_2$ anticommute with $\sigma_3$, the two exponentials cancel on them and $x,y$ do not change. The remaining terms commute with $\sigma_3$:

$$(t-z\sigma_3)(\cosh\zeta-\sigma_3\sinh\zeta)
=(t\cosh\zeta+z\sinh\zeta)-\sigma_3(z\cosh\zeta+t\sinh\zeta).$$

This is the four-vector boost. Both $M_L$ and $-M_L$ give the same $X'$, which is how the spinor sign under a $2\pi$ rotation disappears for vectors. In general, $(j_1,j_2)$ is a representation of the group of complex $2\times2$ matrices of determinant one, called $SL(2,\mathbb C)$. It can be built inside a product of $2j_1$ factors $M_L$ and $2j_2$ factors $M_R$, starting from the product of all spin-up states and lowering. Changing $M_L$ to $-M_L$ also changes $M_R$ to $-M_R$, and produces $(-1)^{2(j_1+j_2)}$. So a half-integer $j_1+j_2$ gives a two-valued representation of the Lorentz transformations connected to the identity. An integer sum gives a single-valued one: these signs are the entire ambiguity, because $MXM^\dagger=X$ for all $X$ makes $M$ unitary (take $X=1$) and commuting with every $\sigma_i$, hence a number times the unit matrix, and determinant one leaves only $M=\pm1$.

The boost factors follow from $e^{-i\zeta K_3}=e^{-\zeta(A_3-B_3)}$. With $m_1,m_2=\pm\tfrac12$, the eigenvalues $e^{-\zeta(m_1-m_2)}$ are $0.5,1,1,2$. A vector initially along time becomes

$$(1,0,0,0)\longrightarrow(\cosh\zeta,0,0,\sinh\zeta)=(1.25,0,0,0.75).$$

It began with spin 0 alone and now has a spin-1 part as well. The division into spins belongs to rotations in a chosen frame; a boost mixes the parts.

This settles the opening decision about $V^\mu$. When a massive spin-1 particle is described by a four-vector field, a condition must remove the spin-0 component in the particle's rest frame. With momentum $p^\mu=(m,0,0,0)$ there, the covariant condition $p_\mu V^\mu=0$ becomes $mV^0=0$. Three components remain. The argument requires $m\ne0$; a massless particle has no rest frame.

### The field strength contains two spins 1

Denote the electric and magnetic fields by $\boldsymbol{\mathcal E}$ and $\boldsymbol{\mathcal B}$, to keep the latter apart from the generator $B$. They form an antisymmetric tensor with

$$F^{i0}=\mathcal E_i,\qquad F^{ij}=-\epsilon_{ijk}\mathcal B_k,\qquad F'=\Lambda F\Lambda^T .$$

For a small boost, $\Lambda=1+\omega$ with $\omega_{0i}=\omega_{i0}=\zeta_i$, where these indices denote matrix positions. To first order $\delta F=\omega F+F\omega^T$. Using $F^{00}=0$,

$$\delta\mathcal E_i=F^{ij}\zeta_j=-\epsilon_{ijk}\zeta_j\mathcal B_k,$$
$$\delta F^{ij}=\zeta_iF^{0j}+F^{i0}\zeta_j=-(\zeta_i\mathcal E_j-\zeta_j\mathcal E_i).$$

The last bracket is $\epsilon_{ijk}(\boldsymbol\zeta\times\boldsymbol{\mathcal E})_k$. Comparing with the definition of $\boldsymbol{\mathcal B}$,

$$\delta\boldsymbol{\mathcal E}=-\boldsymbol\zeta\times\boldsymbol{\mathcal B},\qquad
\delta\boldsymbol{\mathcal B}=\boldsymbol\zeta\times\boldsymbol{\mathcal E}. \tag{10}$$

Define $\mathbf G_\pm=\boldsymbol{\mathcal E}\pm i\boldsymbol{\mathcal B}$. Then

$$\delta\mathbf G_\pm=-\boldsymbol\zeta\times\boldsymbol{\mathcal B}\pm i\boldsymbol\zeta\times\boldsymbol{\mathcal E}
=\pm i\,\boldsymbol\zeta\times\mathbf G_\pm ,$$

because $(\pm i)^2=-1$. The six components have separated into two sets of three.

Let $(S_i)_{ab}=-i\epsilon_{iab}$ be the spin-1 matrices. A small rotation gives $\boldsymbol\theta\times\mathbf G=-i\boldsymbol\theta\cdot\mathbf S\,\mathbf G$, so $J=S$ on each set. The boost of $\mathbf G_-$ is

$$-i\boldsymbol\zeta\times\mathbf G_-=-i(-i\boldsymbol\zeta\cdot\mathbf S)\mathbf G_-=-\boldsymbol\zeta\cdot\mathbf S\,\mathbf G_- .$$

Setting this equal to $-i\boldsymbol\zeta\cdot\mathbf K\,\mathbf G_-$ gives $K=-iS$, hence $A=S$, $B=0$. The other sign gives $K=+iS$ and $A=0$, $B=S$. Therefore

$$\boldsymbol{\mathcal E}-i\boldsymbol{\mathcal B}:(1,0),\qquad
\boldsymbol{\mathcal E}+i\boldsymbol{\mathcal B}:(0,1), \tag{11}$$

and the rotation content is $1\oplus1$. Parity sends $\boldsymbol{\mathcal E}\to-\boldsymbol{\mathcal E}$ and $\boldsymbol{\mathcal B}\to\boldsymbol{\mathcal B}$, so it exchanges the two sets up to a sign. For real fields $\mathbf G_+=\mathbf G_-^*$: three complex numbers hold the six real components.

Apply the common boost to $\boldsymbol{\mathcal E}=(1,0,0)$, $\boldsymbol{\mathcal B}=0$, in a chosen field unit. From its matrix, $S_3\hat{\mathbf x}=i\hat{\mathbf y}$ and $S_3^2\hat{\mathbf x}=\hat{\mathbf x}$. The exponential series separates into even and odd powers:

$$\mathbf G_-'=e^{-\zeta S_3}\hat{\mathbf x}
=\cosh\zeta\,\hat{\mathbf x}-i\sinh\zeta\,\hat{\mathbf y}
=(1.25,-0.75i,0).$$

Reading off real and imaginary parts gives $\boldsymbol{\mathcal E}'=(1.25,0,0)$ and $\boldsymbol{\mathcal B}'=(0,0.75,0)$. For small $v$ the magnetic field tends to $v\,\hat{\mathbf z}\times\boldsymbol{\mathcal E}$, in agreement with (10). The square $\mathbf G_-\cdot\mathbf G_-=\mathcal E^2-\mathcal B^2-2i\boldsymbol{\mathcal E}\cdot\boldsymbol{\mathcal B}$ is invariant, since $\mathbf G\cdot(\boldsymbol\zeta\times\mathbf G)=0$. Here it is $1.25^2-0.75^2=1$, as before the boost.

### A check from two four-vectors

The field strength should also appear in the product of two four-vectors. Each has labels $(\tfrac12,\tfrac12)$, and the $A$ and $B$ spins add separately. Since $\tfrac12\otimes\tfrac12=0\oplus1$,

$$(\tfrac12,\tfrac12)\otimes(\tfrac12,\tfrac12)
=(1,1)\oplus(1,0)\oplus(0,1)\oplus(0,0).$$

The dimensions are $9+3+3+1=16$. The antisymmetric part has six components and is $(1,0)\oplus(0,1)$ by (11). The metric trace is the scalar. The nine components left, the symmetric traceless tensor, are therefore $(1,1)$, with spins $0\oplus1\oplus2$. The labels, spin contents and boosted components are collected in the numerical output below.

## Computed results

```
Representation: labels; complex dimension; spins; 2pi sign
left Weyl: (1/2,0); 2; 1/2; -1
right Weyl: (0,1/2); 2; 1/2; -1
Dirac: (1/2,0) + (0,1/2); 4; 1/2 + 1/2; -1
vector: (1/2,1/2); 4; 0 + 1; +1
field strength: (1,0) + (0,1); 6; 1 + 1; +1
vector x vector: (1,1) + (1,0) + (0,1) + (0,0)
vector J^2 eigenvalues (hbar^2): (0.0000, 2.0000, 2.0000, 2.0000)
boost speed along z (c): 0.6000
rapidity (dimensionless): 0.693147
Lorentz factor (dimensionless): 1.2500
left spin-up amplitude factor (dimensionless): 0.707107
right spin-up amplitude factor (dimensionless): 1.414214
left spin-up squared norm after boost, initially 1: 0.5000
right spin-up squared norm after boost, initially 1: 2.0000
vector boost eigenvalues (dimensionless): (0.5000, 1.0000, 1.0000, 2.0000)
boosted (1,0,0,0), components t,x,y,z (dimensionless): (1.2500, 0.0000, 0.0000, 0.7500)
initial E (field unit, c=1): (1.0000, 0.0000, 0.0000)
initial magnetic field (field unit, c=1): (0.0000, 0.0000, 0.0000)
boosted E (field unit, c=1): (1.2500, 0.0000, 0.0000)
boosted magnetic field (field unit, c=1): (0.0000, 0.7500, 0.0000)
boosted E-iB, real part (field unit): (1.2500, 0.0000, 0.0000)
boosted E-iB, imaginary part (field unit): (0.0000, -0.7500, 0.0000)
invariant E^2-B^2 after boost (field unit^2): 1.0000
```
